# The exact Coulomb scattering wave is finite in the forward direction

Take the usual large-distance picture of Coulomb scattering, an incident wave plus an outgoing wave with Rutherford's amplitude, and count the particles in a thin slab across the beam behind the target. The count near the axis comes out infinite. For an electron passing a proton at 13.6 eV, the picture gives a density of about 9900 times that of the incident beam at a place where the true value is 6.2. The fault lies in using an asymptotic form where it does not apply.

## The belief and its appeal

Rutherford's cross-section is
$$\frac{d\sigma}{d\Omega}=\frac{\eta^2}{4k^2\sin^4(\theta/2)},$$
where $k$ is the wave number and $\eta$ measures the strength of the potential $V=\hbar^2k\eta/(\mu r)$, with $\mu$ the reduced mass. Repulsion has $\eta>0$, attraction $\eta<0$. The cross-section is infinite at $\theta=0$. It follows from a scattered wave $f(\theta)/r$, up to a phase, and $f$ diverges there too. Since the Coulomb problem is exactly solvable and its solution yields this $f$, it is natural to conclude that the exact wave diverges on the forward axis.

The premises are right, but $f$ is obtained by letting $r\to\infty$ at a fixed angle $\theta>0$. The axis is never reached in that limit.

## The exact equation

With the beam along $+z$, the Schrödinger equation is
$$\nabla^2\psi+\left(k^2-\frac{2k\eta}{r}\right)\psi=0 .$$
Try $\psi=e^{ikz}g(u)$ with $u=k(r-z)$. The derivatives needed are
$$\partial_zu=-\frac ur,\qquad |\nabla u|^2=2k^2\left(1-\frac zr\right)=\frac{2ku}{r},\qquad \nabla^2u=\frac{2k}{r}.$$
From $\nabla^2(e^{ikz}g)=e^{ikz}(-k^2g+2ik\,\partial_zg+\nabla^2g)$ the $k^2$ terms cancel, leaving
$$-\frac{2iku}{r}g'+\frac{2ku}{r}g''+\frac{2k}{r}g'-\frac{2k\eta}{r}g=0 .$$
Multiplication by $r/2k$ gives
$$u\,g''+(1-iu)\,g'-\eta\,g=0. \tag{1}$$

A power series $g=\sum c_nu^n$ requires $(n+1)^2c_{n+1}=(\eta+in)c_n$. With $c_0=1$ this is Kummer's function $M(-i\eta,1,iu)$, called $M(u)$ below. A second solution behaves as $\ln u$ near $u=0$. Close to the forward axis $u\approx k\rho^2/2z$, where $\rho$ is the distance from the axis, so $\ln u$ contains $2\ln\rho$. Its Laplacian has a delta function along the axis, which the Schrödinger equation does not contain. Hence
$$\psi=N e^{ikz}M(u),\qquad M(0)=1 .$$
The density is finite at $u=0$, and the remaining question is its value relative to the incident beam.

## Splitting the wave to fix the normalization

The incident and scattered parts can be separated with Tricomi's function, defined for $\operatorname{Re}a>0$ by
$$U(a,1,x)=\frac1{\Gamma(a)}\int_0^\infty e^{-xt}\,t^{a-1}(1+t)^{-a}dt$$
and continued analytically in $a$ and $x$. It solves $xU''+(1-x)U'-aU=0$. Substituting $t=s/x$ and expanding $(1+s/x)^{-a}$ gives, for large $x$,
$$U=x^{-a}\left[1-\frac{a^2}{x}+\frac{a^2(a+1)^2}{2x^2}+\dots\right]. \tag{2}$$

For small $x$, compare the integral with $\int_0^\infty e^{-xt}dt/(1+t)=-\ln x-\gamma+O(x\ln x)$, where $\gamma$ is Euler's constant. The difference may be taken at $x=0$. With $s=t/(1+t)$ it is
$$\int_0^1\frac{s^{a-1}-1}{1-s}\,ds=-\digamma(a)-\gamma ,$$
where $\digamma=\Gamma'/\Gamma$. Therefore
$$U=-\frac{1}{\Gamma(a)}\left[\ln x+\digamma(a)+2\gamma\right]+O(x\ln x). \tag{3}$$

Now define, with $\sigma_0=\arg\Gamma(1+i\eta)$,
$$I=e^{\pi\eta/2}\,U(-i\eta,1,iu),$$
$$S=i\eta\,e^{\pi\eta/2+2i\sigma_0}\,e^{iu}\,U(1+i\eta,1,-iu).$$
Setting $x=iu$ shows that $I$ solves (1). For $S$, put $g=e^{iu}h$ in (1). The result is $uh''+(1+iu)h'+(i-\eta)h=0$, which is Tricomi's equation for $a=1+i\eta$ and $x=-iu$. So $S$ solves (1) as well.

For large $u$, use $(iu)^{i\eta}=u^{i\eta}e^{-\pi\eta/2}$ and $(-iu)^{-1-i\eta}=i\,u^{-1-i\eta}e^{-\pi\eta/2}$ in (2):
$$I=e^{i\eta\ln u}\left[1-\frac{i\eta^2}{u}+\dots\right],$$
$$S=-\frac{\eta}{u}\,e^{i(u-\eta\ln u+2\sigma_0)}\left[1+\frac{(1+i\eta)^2}{iu}+\dots\right]. \tag{4}$$
Thus the density of $e^{ikz}(I+S)$ tends to 1 for large $u$. It is the required wave if its logarithms at $u=0$ cancel.

To check this, use $e^{2i\sigma_0}=\Gamma(1+i\eta)/\Gamma(1-i\eta)$ and $1/\Gamma(-i\eta)=-i\eta/\Gamma(1-i\eta)$ in (3). With $A=i\eta\,e^{\pi\eta/2}/\Gamma(1-i\eta)$,
$$I\to A\left[\ln u+\tfrac{i\pi}2+\digamma(-i\eta)+2\gamma\right],$$
$$S\to-A\left[\ln u-\tfrac{i\pi}2+\digamma(1+i\eta)+2\gamma\right].$$
Each part diverges, but only logarithmically, and the sum is finite. The reflection formula $\digamma(1-x)-\digamma(x)=\pi\cot\pi x$ at $x=-i\eta$ gives $\digamma(1+i\eta)-\digamma(-i\eta)=i\pi\coth\pi\eta$, so
$$I+S\to i\pi A\,(1-\coth\pi\eta)=\frac{2\pi\eta}{e^{2\pi\eta}-1}\,\frac{e^{\pi\eta/2}}{\Gamma(1-i\eta)} .$$

The first factor is the Sommerfeld factor $C^2$. Because $\Gamma(1+i\eta)\Gamma(1-i\eta)=\pi\eta/\sinh\pi\eta=e^{\pi\eta}C^2$, the limit equals
$$N=e^{-\pi\eta/2}\,\Gamma(1+i\eta).$$
A solution of (1) that is finite at $u=0$ is a multiple of $M$, hence $I+S=NM$. On the entire forward half-axis, at any distance, and at the centre itself,
$$|\psi|^2=|N|^2=C^2=\frac{2\pi\eta}{e^{2\pi\eta}-1}. \tag{5}$$

The current is finite too. Differentiation gives $\nabla\psi=kNe^{ikz}[i\hat z M+(\hat r-\hat z)M']$, and on the forward axis $\hat r=\hat z$. The current $(\hbar/\mu)\operatorname{Im}\psi^*\nabla\psi$ is therefore $C^2$ times the incident current $\hbar k/\mu$.

As $\eta\to0$, $C^2\to1$ and the free beam returns. For strong attraction $C^2\approx2\pi|\eta|$; for strong repulsion $C^2\approx2\pi\eta\,e^{-2\pi\eta}$.

## No divergence anywhere else

Multiply (1), with $g=M$, by $M'^*$ and take the real part. The term $-iu|M'|^2$ is imaginary and drops out:
$$\frac u2\frac{d|M'|^2}{du}+|M'|^2-\frac\eta2\frac{d|M|^2}{du}=0 .$$
Multiply by 2 and integrate from $0$ to $u$. Integrating the first term by parts gives
$$\eta\left(|M|^2-1\right)=u|M'|^2+\int_0^u|M'|^2\,du'. \tag{6}$$
The right side is positive for $u>0$ when $\eta\ne0$. For attraction $|M|^2<1$ off the axis, so $C^2$ is the largest density anywhere. For repulsion $|M|^2>1$, and $C^2$ is the smallest. An upper bound exists in that case too: the power series converges for every $u$, so $M$ is continuous, and by (4) the density tends to 1 as $u\to\infty$. The density is therefore bounded for either sign of $\eta$.

## Where Rutherford's wave applies

Since $u=2kr\sin^2(\theta/2)$ and $e^{ikz}e^{iu}=e^{ikr}$, the leading term of $S$ in (4) gives
$$e^{ikz}S\to\frac{f(\theta)}{r}\,e^{i(kr-\eta\ln2kr)},$$
$$f=-\frac{\eta}{2k\sin^2(\theta/2)}\,e^{2i\sigma_0-i\eta\ln\sin^2(\theta/2)} .$$
Its squared modulus is Rutherford's cross-section. The first relative correction to the amplitude has size $(1+\eta^2)/u$, so the form with its phase needs $u\gg1+\eta^2$. For the density, (2) to second order gives
$$R=\frac{|S|^2}{\eta^2/u^2}=1+\frac{4\eta}{u}+\frac{15\eta^2-3}{u^2}+\dots \tag{7}$$

A surface of constant $u$ is a paraboloid with its focus at the centre, opening forward. From $r=z+u/k$, its radius is
$$\rho=\sqrt{\frac{2zu}{k}+\frac{u^2}{k^2}} .$$
It has no physical edge: the value of $u$ depends on the accuracy asked for. Far out the radius grows as $\sqrt z$, while the angle seen from the centre shrinks as $1/\sqrt z$. Every direction with $\theta>0$ eventually leaves the paraboloid, and Rutherford's law is recovered there. The direction $\theta=0$ never leaves it. For the density $|\psi|^2$ the limits $r\to\infty$ and $\theta\to0$ do not commute: taking $r\to\infty$ first gives 1, taking $\theta\to0$ first gives $C^2$.

This also reconciles a finite wave with an infinite total cross-section. At distance $r$, integrate Rutherford's formula only over angles outside $u=u_c$. With $q=\sin^2(\theta/2)$ and $d\Omega=4\pi\,dq$ after the azimuthal integration,
$$\sigma(r)=\frac{\pi\eta^2}{k^2}\int_{u_c/2kr}^{1}\frac{dq}{q^2}=\frac{\pi\eta^2}{k^2}\left(\frac{2kr}{u_c}-1\right).$$
This is finite at each $r$ and grows in proportion to $r$ at large distance. Inside $u_c$ the exact scattered part $S$ replaces Rutherford's form and adds $(2\pi r/k)\int_0^{u_c}|S|^2du$. This is finite too, because $S$ diverges only logarithmically at $u=0$. The infinity belongs to the limit $r\to\infty$.

## An electron and a positron passing a proton

Let the proton be fixed and bare, and take $k=1/a_0$, with $a_0$ the Bohr radius. The kinetic energy is 13.6 eV. For an electron $\eta=-1/(ka_0)=-1$; for a positron $\eta=+1$. Equation (5) gives
$$C^2_{\text{electron}}=\frac{2\pi}{1-e^{-2\pi}}=6.295,\qquad C^2_{\text{positron}}=\frac{2\pi}{e^{2\pi}-1}=0.01176 .$$
A sum over angular momenta, which does not use the closed form, was tested against these values on the axis at $2a_0$ and $8a_0$ and agrees.

The two-term form keeps the leading terms of $I$ and $S$. Its density is
$$1-\frac{2\eta}{u}\cos(u-2\eta\ln u+2\sigma_0)+\frac{\eta^2}{u^2}.$$
For the electron, relative to the incident beam:

| $u$ | exact | two-term |
|---|---|---|
| 0.01 | 6.170 | 9866 |
| 1 | 0.611 | 1.935 |
| 10 | 0.859 | 0.834 |
| 100 | 0.9808 | 0.9803 |

At $u=0.01$ the term $\eta^2/u^2=10^4$ dominates the two-term form. The exact density follows $M=1+\eta u+\dots$, so it is near $C^2(1+2\eta u)=6.295\times0.98=6.17$. For the positron at the same $u$ the exact density is 0.0120 and the two-term value about 10 100.

The exact split shows the cancellation. For the electron at $u=10^{-8}$, $|I|=6.997$ and $|S|=6.925$, but $|I+S|=2.509$, which is $C$. Neither part alone solves the Schrödinger equation on the axis, because the Laplacian of its logarithm has a delta function there.

At $u=10$ the electron's two-term total density differs from the exact one by 3 %, while the scattered density is only 0.70 of Rutherford's value. The total is a poor gauge of the scattered part, whose density is then less than 1 % of the total. Nor is 3 % a limit for larger $u$, since the interference term makes the error oscillate. The scattered density stays within 10 % of Rutherford's beyond $u=36.9$ for the electron and beyond $u=42.9$ for the positron. For the electron, (7) confirms the first: $1-4/36.9+12/36.9^2=0.90$.

One metre behind the proton, the electron's 10 % paraboloid has the radius
$$\rho\approx\sqrt{2\,(1\ \text{m})(36.9)(5.29\times10^{-11}\ \text{m})}=6.2\times10^{-5}\ \text{m},$$
or 62 micrometres, and the angle is $6.2\times10^{-5}$ rad. At one micrometre the radius is 63 nm and the angle 0.062 rad. The direction $\theta=1^\circ$ leaves the paraboloid at
$$r=\frac{36.9\,a_0}{2\sin^2(0.5^\circ)}=2.4\times10^5\,a_0,$$
about 13 micrometres from the proton.

These distances assume an unscreened point charge and an unlimited plane beam. If the charge is screened so that the potential has a short range, $f(0)$ is finite, the scattered wave on the axis falls as $1/r$, and the density there tends to 1 far behind the target. Equation (5) then no longer holds at all distances. A finite beam width also changes the density on the axis. Take a Gaussian beam whose free amplitude would be $e^{-\rho^2/2w^2}$ at the target, with $kw\gg1$. Superposing the exact waves over its directions gives the axis density $C^2e^{2\eta\arctan s}/(1+s^2)$ with $s=z/kw^2$. For $\eta=\pm1$ it departs from $C^2$ by 10 % at $z\approx0.05\,kw^2$. For larger $|\eta|$ of either sign this distance shrinks roughly as $1/|\eta|$. The remaining values are in the numerical output.

## Computed results

```
wave number k = 1.000 1/a0
kinetic energy = 13.606 eV
Bohr radius a0 = 5.29177e-11 m
electron: eta = -1.0, Sommerfeld factor C2 = 6.294941
  partial-wave axis density at z = 2 a0: 6.294941
  partial-wave axis density at z = 8 a0: 6.294941
positron: eta = 1.0, Sommerfeld factor C2 = 0.011755
  partial-wave axis density at z = 2 a0: 0.011755
  partial-wave axis density at z = 8 a0: 0.011755
densities relative to the incident beam (dimensionless)
electron: u, exact density, two-term density
    0.01     6.16998    9865.68844
     0.1     5.12760      86.50737
       1     0.61057       1.93504
      10     0.85856       0.83444
      40     0.97090       0.96790
     100     0.98075       0.98030
positron: u, exact density, two-term density
    0.01     0.01199   10139.22986
     0.1     0.01429     112.46553
       1     0.05842       0.15533
      10     0.99280       0.99418
      40     0.95874       0.95944
     100     1.01273       1.01222
electron: u, |I|, |S|, |I+S| (dimensionless)
   1e-2    1.9534    1.6780    2.4839
   1e-4    3.4899    3.3435    2.5087
   1e-8    6.9968    6.9249    2.5090
electron: u, scattered density / Rutherford value
      1  0.15648
     10  0.69985
     40  0.90722
    100  0.96118
   1000  0.99601
10 percent limit, electron: u = 36.880
10 percent limit, positron: u = 42.871
electron paraboloid: z (m), radius (m), angle (rad)
  1e-06  6.2506e-08  6.2425e-02
  1e-03  1.9757e-06  1.9757e-03
  1e+00  6.2476e-05  6.2476e-05
1 degree direction leaves it at r = 2.4215e+05 a0
the same distance = 12.814 micrometre
```
